**Light-ion sputtering threshold: collision paths and trajectories**

The program tests \(E_{\rm th}=U/[g(1-g)]\), where \(U\) is the planar surface barrier, \(g=4mM/(m+M)^2\), and \(m\) and \(M\) are the ion and atom masses. It asserts that integrated trajectories obey the energy laws of a single collision and that their ejection threshold agrees with the formula within 0.1 percent for two ion masses. A search over collision directions asserts that the head-on path is best at four mass ratios \(A=M/m\ge2\), and that an oblique path is better at \(A=1.5\). Further assertions cover reversals by several collisions, oblique incidence, a total-energy barrier, the expansion for large \(A\) and the minimum \(4U\). For \(U=5\) eV, \(M=60\) u and \(m=4\) u, both the formula and the trajectories give 27.86 eV. Reversal in 20 equal turns lowers the threshold to 22.05 eV, while the floor \(U/g\) is 21.33 eV. The model leaves out electronic losses, thermal motion and the force of the surface on the ion.

## Numerical verification

```python
"""Light-ion sputtering threshold by reflection and outward knock-on.

Result under test: E_th = U / [g (1 - g)],  g = 4 m M / (m + M)^2,
for normal incidence, one reflecting collision, and a planar barrier U.
m: ion mass, M: target-atom mass, A = M/m (A >= 2 for optimality).
Collisions are elastic and classical, with target atoms initially at rest.
Trajectory units: eV, u, angstrom; time in angstrom*sqrt(u/eV).
Outward is +z. A line of impact is a unit vector k.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import expit

U = 5.0
M_ATOM = 60.0
M_ION = 4.0
V0 = 1000.0      # repulsion V0*exp(-r/RANGE), eV
RANGE = 0.3      # angstrom
START = 12.0     # initial separation, angstrom


def transfer(A):
    return 4 * A / (1 + A)**2


def threshold(A):
    g = transfer(A)
    return U / (g * (1 - g))


def kept_fraction(A, theta):
    return ((np.cos(theta) + np.sqrt(A**2 - np.sin(theta)**2)) / (1 + A))**2


def trajectory_collision(m, energy, impact):
    """Integrate a planar collision; return final ion and atom velocities."""
    speed = np.sqrt(2 * energy / m)

    def motion(t, y):
        separation = y[0:2] - y[2:4]
        r = np.hypot(separation[0], separation[1])
        force = V0 / RANGE * np.exp(-r / RANGE) * separation / r
        return np.concatenate((y[4:8], force / m, -force / M_ATOM))

    start = [-START, impact, 0, 0, speed, 0, 0, 0]
    run = solve_ivp(motion, (0, 2.2 * START / speed), start,
                    method="DOP853", rtol=1e-9, atol=1e-11, max_step=0.3)
    assert run.success
    return run.y[4:6, -1], run.y[6:8, -1]


def atom_escapes(m, energy):
    """Reflect the ion, hit a surface atom, and let it climb the barrier."""
    ion_velocity, _ = trajectory_collision(m, energy, 0.0)
    return_speed = -ion_velocity[0]
    barrier_z, width = 15.0, 0.3

    def motion(t, y):
        push = V0 / RANGE * np.exp(-(y[1] - y[0]) / RANGE)
        step = expit((y[1] - barrier_z) / width)
        pull = U / width * step * (1 - step)
        return [y[2], y[3], -push / m, (push - pull) / M_ATOM]

    def outside(t, y):
        return y[1] - barrier_z - 12 * width

    def turned_back(t, y):
        return y[3] + 1e-4

    outside.terminal = True
    turned_back.terminal = True
    run = solve_ivp(motion, (0, 2000), [-START, 0, return_speed, 0],
                    method="DOP853", rtol=1e-8, atol=1e-10, max_step=0.3,
                    events=(outside, turned_back))
    assert run.status == 1
    return len(run.t_events[0]) > 0


def trajectory_threshold(m):
    low, high = 5.0, 100.0
    assert not atom_escapes(m, low) and atom_escapes(m, high)
    for _ in range(16):
        middle = (low + high) / 2
        if atom_escapes(m, middle):
            high = middle
        else:
            low = middle
    return (low + high) / 2


def search_impacts(A, incidence_deg=0.0):
    """Largest recoil energy over ion energy: normal part, and total."""
    alpha = np.radians(incidence_deg)
    velocity = np.array([np.sin(alpha), 0, -np.cos(alpha)])
    tilt = alpha + np.radians(np.arange(-90, 91))
    k1 = np.stack((np.sin(tilt), 0 * tilt, -np.cos(tilt)), axis=1)
    v1 = velocity - 2 * A / (1 + A) * (k1 @ velocity)[:, None] * k1
    polar, azimuth = np.meshgrid(np.radians(np.arange(0, 91)),
                                 np.radians(np.arange(0, 181, 10)))
    polar, azimuth = polar.ravel(), azimuth.ravel()
    k2 = np.stack((np.sin(polar) * np.cos(azimuth),
                   np.sin(polar) * np.sin(azimuth), np.cos(polar)), axis=1)
    recoil = 2 / (1 + A) * (v1 @ k2.T)   # signed speed along outward k2
    normal = recoil * k2[:, 2]
    return A * normal.max()**2, A * recoil.max()**2


def ion_after(A, velocity, k):
    return velocity - 2 * A / (1 + A) * (velocity @ k) * k


def chain_kept(A, turns):
    """Energy kept by a chain of collisions with given lab deflections."""
    kept = 1.0
    v = np.array([1.0, 0.0])

    def outgoing(psi):
        return ion_after(A, v, np.array([np.cos(psi), np.sin(psi)]))

    for turn in turns:
        def mismatch(psi):
            w = outgoing(psi)
            return np.arctan2(abs(w[1]), w[0]) - turn
        psi = brentq(mismatch, 0, np.pi / 2, xtol=1e-14)
        w = outgoing(psi)
        kept *= w @ w
    return kept


def best_two_turn(A):
    """Largest normal recoil fraction after two free planar ion collisions."""
    def negative_normal_speed(angles):
        v = np.array([0.0, -1.0])
        for angle in angles[:2]:
            v = ion_after(A, v, np.array([np.cos(angle), np.sin(angle)]))
        k = np.array([np.cos(angles[2]), np.sin(angles[2])])
        return -2 / (1 + A) * (v @ k) * k[1]

    rng = np.random.default_rng(3)
    best = 0.0
    for _ in range(25):
        found = minimize(negative_normal_speed, rng.uniform(0, np.pi, 3),
                         method="Nelder-Mead",
                         options={"xatol": 1e-8, "fatol": 1e-13,
                                  "maxiter": 1500})
        best = max(best, -found.fun)
    return A * best**2


A = M_ATOM / M_ION
g = transfer(A)
E_th = threshold(A)

# Energy laws against integrated trajectories
for impact in (0.0, 0.3, 0.7, 1.2):
    ion_v, atom_v = trajectory_collision(M_ION, 30.0, impact)
    theta = np.arctan2(abs(ion_v[1]), ion_v[0])
    phi = np.arctan2(abs(atom_v[1]), atom_v[0])
    ion_part = 0.5 * M_ION * (ion_v @ ion_v) / 30.0
    atom_part = 0.5 * M_ATOM * (atom_v @ atom_v) / 30.0
    assert abs(ion_part - kept_fraction(A, theta)) < 1e-6
    assert abs(atom_part - g * np.cos(phi)**2) < 1e-6
    if impact == 0.0:
        reflected_part = ion_part
assert abs(reflected_part - (1 - g)) < 1e-6

# Threshold found from complete trajectories
E_traj = trajectory_threshold(M_ION)
E_traj_heavy = trajectory_threshold(10.0)
assert abs(E_traj / E_th - 1) < 1e-3
assert abs(E_traj_heavy / threshold(M_ATOM / 10.0) - 1) < 1e-3

# Head-on optimality for A >= 2, and its failure below 2
for ratio in (2.0, 2.5, 6.0, A):
    gr = transfer(ratio)
    assert abs(search_impacts(ratio)[0] / (gr * (1 - gr)) - 1) < 1e-10
A_low = 1.5
E_low_search = U / search_impacts(A_low)[0]
E_low = 16 * U * (1 + A_low)**2 / (transfer(A_low) * A_low**4)
assert abs(E_low_search / E_low - 1) < 1e-3   # one-degree angular grid
assert E_low < 0.99 * threshold(A_low)

# Conditions: normal incidence and planar barrier both matter
E_total = U / search_impacts(A)[1]
E_oblique = U / search_impacts(A, 30.0)[0]
assert U / g < E_total < 0.99 * E_th
assert U / g < E_oblique < 0.999 * E_th

# Several turns
B = np.sqrt(A**2 - 1)
for first in (20, 50, 90):
    pair = chain_kept(A, np.radians([first, 180 - first]))
    assert abs(pair - (1 - g)) < 1e-9
turn_numbers = (1, 2, 3, 6, 20)
turn_thresholds = []
for N in turn_numbers:
    kept = chain_kept(A, [np.pi / N] * N)
    law = ((A - 1) / (A + 1))**N * np.exp(
        2 * N * np.arcsinh(np.cos(np.pi / N) / B))
    assert abs(kept - law) < 1e-9
    turn_thresholds.append(U / (g * kept))
assert turn_thresholds[1] > turn_thresholds[2] > turn_thresholds[3]
assert turn_thresholds[3] > turn_thresholds[4] > U / g
many = chain_kept(A, [np.pi / 2000] * 2000)
assert 0.999 < many < 1

E_two = U / best_two_turn(A)
reduction = 1 - E_two / E_th
assert abs(reduction - 2 / (A**2 - 1)) < 10 / (A**2 - 1)**2

# Large mass ratio and minimum of the law
x = sp.symbols("x", positive=True)
gx = 4 * x / (1 + x)**2
expansion = sp.series(sp.simplify(x / (gx * (1 - gx))), x, 0, 3).removeO()
wanted = sp.Rational(1, 4) + sp.Rational(3, 2) * x + sp.Rational(17, 4) * x**2
assert sp.expand(expansion - wanted) == 0
lowest = minimize_scalar(lambda r: threshold(r) / U, bounds=(2, 30),
                         method="bounded", options={"xatol": 1e-8})
assert abs(lowest.fun - 4) < 1e-8
assert abs(lowest.x - (3 + 2 * np.sqrt(2))) < 1e-4

print(f"Barrier U = {U:.1f} eV")
print(f"Atom mass M = {M_ATOM:.0f} u, ion mass m = {M_ION:.0f} u")
print(f"Mass ratio A = {A:.1f}")
print(f"Transfer factor g = {g:.4f}")
print(f"Kept in head-on reflection, 1-g = {1 - g:.4f}")
print(f"Same from trajectory = {reflected_part:.4f}")
print(f"Product g(1-g) = {g * (1 - g):.4f}")
print(f"Threshold from formula = {E_th:.2f} eV")
print(f"Threshold from trajectories = {E_traj:.2f} eV")
print(f"Ion energy after reflection at threshold = {(1-g)*E_th:.2f} eV")
print(f"Ion energy left after knock-on = {(1-g)**2*E_th:.2f} eV")
print(f"Model floor U/g = {U / g:.2f} eV")
for N, value in zip(turn_numbers, turn_thresholds):
    print(f"Threshold, reversal in {N} equal turns = {value:.2f} eV")
print(f"Threshold, best two-collision turn = {E_two:.2f} eV")
print(f"Its reduction below formula = {100 * reduction:.2f} percent")
print(f"Estimate 2/(A^2-1) = {200 / (A**2 - 1):.2f} percent")
print(f"Threshold, total-energy barrier = {E_total:.1f} eV")
print(f"Threshold, incidence 30 deg from normal = {E_oblique:.1f} eV")
for mass in (1.0, 4.0, 10.0):
    ratio = M_ATOM / mass
    print(f"m = {mass:.0f} u: A = {ratio:.0f}, g = {transfer(ratio):.4f}, "
          f"threshold = {threshold(ratio):.2f} eV, "
          f"leading term UA/4 = {U * ratio / 4:.2f} eV, "
          f"with 3U/2 added = {U * (ratio / 4 + 1.5):.2f} eV")
print(f"Trajectory threshold for m = 10 u = {E_traj_heavy:.2f} eV")
print(f"Least threshold/U = {lowest.fun:.4f} at A = {lowest.x:.3f}")
print(f"A = {A_low}: head-on formula = {threshold(A_low):.2f} eV")
print(f"A = {A_low}: best oblique path, formula = {E_low:.2f} eV")
print(f"A = {A_low}: best oblique path, search = {E_low_search:.2f} eV")
print("no test failed")
```

Output:

```
Barrier U = 5.0 eV
Atom mass M = 60 u, ion mass m = 4 u
Mass ratio A = 15.0
Transfer factor g = 0.2344
Kept in head-on reflection, 1-g = 0.7656
Same from trajectory = 0.7656
Product g(1-g) = 0.1794
Threshold from formula = 27.86 eV
Threshold from trajectories = 27.86 eV
Ion energy after reflection at threshold = 21.33 eV
Ion energy left after knock-on = 16.33 eV
Model floor U/g = 21.33 eV
Threshold, reversal in 1 equal turns = 27.86 eV
Threshold, reversal in 2 equal turns = 27.86 eV
Threshold, reversal in 3 equal turns = 26.06 eV
Threshold, reversal in 6 equal turns = 23.75 eV
Threshold, reversal in 20 equal turns = 22.05 eV
Threshold, best two-collision turn = 27.62 eV
Its reduction below formula = 0.89 percent
Estimate 2/(A^2-1) = 0.89 percent
Threshold, total-energy barrier = 24.3 eV
Threshold, incidence 30 deg from normal = 27.3 eV
m = 1 u: A = 60, g = 0.0645, threshold = 82.87 eV, leading term UA/4 = 75.00 eV, with 3U/2 added = 82.50 eV
m = 4 u: A = 15, g = 0.2344, threshold = 27.86 eV, leading term UA/4 = 18.75 eV, with 3U/2 added = 26.25 eV
m = 10 u: A = 6, g = 0.4898, threshold = 20.01 eV, leading term UA/4 = 7.50 eV, with 3U/2 added = 15.00 eV
Trajectory threshold for m = 10 u = 20.01 eV
Least threshold/U = 4.0000 at A = 5.828
A = 1.5: head-on formula = 130.21 eV
A = 1.5: best oblique path, formula = 102.88 eV
A = 1.5: best oblique path, search = 102.90 eV
no test failed
```
